\section*{The Dyson series and time ordering, tested on a driven two-level system, part 2}

A system has the Hamiltonian $H_0+V(t)$, with $H_0$ constant and Hermitian. In the interaction picture the interaction Hamiltonian is
\begin{equation*}
H_I(t)=e^{iH_0(t-t_0)/\hbar}V(t)e^{-iH_0(t-t_0)/\hbar},
\end{equation*}
assumed Hermitian, bounded and piecewise continuous. The operator $U(t,t_0)$ carries a state from $t_0$ to $t\ge t_0$ and obeys
\begin{equation}
i\hbar\,\frac{\partial}{\partial t}U(t,t_0)=H_I(t)\,U(t,t_0),\qquad U(t_0,t_0)=1.
\label{eq:motion}
\end{equation}
It preserves lengths: $U^\dagger U=1$.

The rate matrix $h(t)=H_I(t)/\hbar$ has the unit of inverse time. Iterating the integrated equation of motion gave, exactly for every finite $N$,
\begin{equation}
U=\sum_{n=0}^{N}D_n+R_N,
\label{eq:split}
\end{equation}
where $D_0=1$ and
\begin{align}
D_n&=(-i)^n\int_{t>t_1>\cdots>t_n>t_0}dt_1\cdots dt_n\,h(t_1)\cdots h(t_n)\nonumber\\
&=\frac{(-i)^n}{n!}\int_{t_0}^{t}dt_1\cdots\int_{t_0}^{t}dt_n\,
\mathcal T\{h(t_1)\cdots h(t_n)\}.
\label{eq:recall}
\end{align}
The symbol $\mathcal T$ puts later times to the left. The second form covers the full cube of times, which consists of $n!$ sectors, one for each order of the times. The remainder is
\begin{equation}
R_N=\left(\frac{-i}{\hbar}\right)^{N+1}
\int_{t_0}^{t}dt_1\cdots\int_{t_0}^{t_N}dt_{N+1}\,
H_I(t_1)\cdots H_I(t_{N+1})U(t_{N+1},t_0).
\label{eq:remainder}
\end{equation}
The sum of the $D_n$ over all orders is the Dyson series. The question now is whether $R_N$ tends to zero as $N$ grows, and what the first few orders give in practice.

The worked example is a two-level system with ground state $g$ and excited state $e$, level splitting $\omega_0=2.0$, drive frequency $\omega=1.5$ and drive strength $\Omega=0.6$, all in rad/ps. The drive starts at $t_0=0$ with the system in $g$ and lasts for $\tau=3.0$ ps.

\subsection{How large the remainder can be}

Let $\|X\|$ be the largest factor by which an operator $X$ stretches a vector. Then $\|XY\|\le\|X\|\,\|Y\|$, and the norm of an integral is at most the integral of the norm. Because $U$ preserves lengths, $\|U\|=1$. Hence
\begin{equation}
\|R_N\|\le\int_{t>t_1>\cdots>t_{N+1}>t_0}dt_1\cdots dt_{N+1}\,
\|h(t_1)\|\cdots\|h(t_{N+1})\| .
\end{equation}
The integrand is now a product of ordinary numbers, which does not change when the times are permuted. All $(N+1)!$ sectors of the cube contribute equally, and the integral over the full cube factorizes:
\begin{equation}
\|R_N\|\le\frac{\Lambda^{N+1}}{(N+1)!},\qquad
\Lambda=\int_{t_0}^{t}dt'\,\|h(t')\| .
\label{eq:bound}
\end{equation}
For finite $\Lambda$ the right side tends to zero, because raising $N$ by one multiplies it by $\Lambda/(N+2)$. The Dyson series therefore converges, whether or not the interaction is weak. A small $\Lambda$ guarantees that few terms suffice. For large $\Lambda$ the bound first grows with $N$ before the factorial takes over.

This proof needs a finite $\Lambda$. In quantum field theory $H_I$ is generally unbounded, and \eqref{eq:bound} gives no information. The ordering algebra is then used formally, term by term. Since $H_I$ contains an even number of fermion fields, exchanging whole factors of $H_I$ under $\mathcal T$ introduces no minus sign. The scattering operator is the formal limit $t_0\to-\infty$, $t\to+\infty$ of \eqref{eq:recall}, with the reference time in the definition of $H_I$ held fixed.

For evolution backwards in time the order is reversed. Since $U(t_0,t)=U(t,t_0)^\dagger$, each product is replaced by its adjoint, which puts earlier times on the left and changes $(-i)^n$ into $i^n$.

\subsection{What ordering adds at second order}

The square of $D_1=-i\int h$ is an integral over a square. Folding it onto the triangle $t_1>t_2$ gives
\begin{equation}
D_1^2=-\int_{t_1>t_2}dt_1dt_2\,[h(t_1)h(t_2)+h(t_2)h(t_1)] .
\end{equation}
Any product can be split as $XY=\tfrac12(XY+YX)+\tfrac12[X,Y]$, where $[X,Y]=XY-YX$. Applying this to the integrand of $D_2$,
\begin{equation}
D_2=\frac12D_1^2-\frac12C,\qquad
C=\int_{t_1>t_2}dt_1dt_2\,[h(t_1),h(t_2)] .
\label{eq:commutator}
\end{equation}
The first part is what an ordinary exponential would give, and the second records the sequence of events. If $h$ commutes with itself at all pairs of times, $\mathcal T$ has no effect, the cube integral factorizes and $D_n=D_1^n/n!$.

Equation \eqref{eq:commutator} also shows how probability is conserved. Since $h$ is Hermitian, $D_1^\dagger=-D_1$, so $D_1^2$ is Hermitian and $D_1^\dagger D_1=-D_1^2$. The commutator of two Hermitian matrices changes sign under the adjoint, so $C^\dagger=-C$ and $C$ drops out of $D_2+D_2^\dagger=D_1^2$. Therefore
\begin{equation}
D_2+D_2^\dagger+D_1^\dagger D_1=0 .
\label{eq:unitarity}
\end{equation}
The diagonal element in the initial state says that the second-order loss from that state balances the first-order transition probabilities and the first-order change of the initial state itself. A calculation that stops at $D_1$ keeps the gain but omits the loss.

\subsection{The driven two-level system}

Take an excited state $e$ and a ground state $g$, with
\begin{equation}
H_0=\frac{\hbar\omega_0}{2}\sigma_z,\qquad
V(t)=\hbar\Omega\cos(\omega t)\,\sigma_x .
\end{equation}
Here $\sigma_z$ is $+1$ on $e$ and $-1$ on $g$, and $\sigma_x$ exchanges the two states. The drive starts at $t_0=0$, lasts for a time $\tau$, and the initial state is $g$. The exponentials of $H_0$ contribute $e^{i\omega_0t/2}$ from the left and another $e^{i\omega_0t/2}$ from the right, so
\begin{equation}
\langle e|h(t)|g\rangle=\Omega\cos(\omega t)e^{i\omega_0t},\qquad
\langle g|h(t)|e\rangle=\Omega\cos(\omega t)e^{-i\omega_0t}.
\end{equation}
The diagonal elements vanish. Each $h$ changes the state, so odd orders lead to $e$ and even orders lead back to $g$.

The model parameters are $\omega_0=2.0$, $\omega=1.5$ and $\Omega=0.6$, all in rad/ps, and $\tau=3.0$ ps. Since $h(t)^2=\Omega^2\cos^2(\omega t)$ times the unit matrix, $\|h\|=\Omega|\cos\omega t|$. The phase $\omega t$ runs from $0$ to $4.5$, and the cosine changes sign once, at $\pi/2$. Hence
\begin{equation}
\Lambda=\frac{\Omega}{\omega}\left[1+(1-\sin4.5)\right]
=0.4\,(2-\sin4.5)=1.191 .
\end{equation}

\subsection{First order by hand}

Write $\langle e|D_1|g\rangle=-iA$. With $\cos\omega t=(e^{i\omega t}+e^{-i\omega t})/2$, the integral is elementary:
\begin{equation}
A=\frac{\Omega}{2}\left[
\frac{e^{i(\omega_0+\omega)\tau}-1}{i(\omega_0+\omega)}
+\frac{e^{i(\omega_0-\omega)\tau}-1}{i(\omega_0-\omega)}\right].
\label{eq:A}
\end{equation}
For short times each fraction tends to $\tau$, so $A\to\Omega\tau$, as expected for a drive that has not yet varied. At resonance, $\omega\to\omega_0$, the second fraction equals $\tau$ and the first stays bounded. The first-order probability $|A|^2$ then grows as $\tau^2$ at long times and must eventually exceed one, where first order has failed.

The parameters give
\begin{equation}
A=0.3\left[\frac{e^{10.5i}-1}{3.5i}+\frac{e^{1.5i}-1}{0.5i}\right]
=0.5231+0.6840i,
\end{equation}
and $|A|^2=0.5231^2+0.6840^2=0.7415$. This is the first-order estimate of the excitation probability. The squared length of the truncated state is $1+0.7415=1.7415$, so the estimate cannot be trusted here.

\subsection{Second order by hand}

The system goes up at the earlier time $t_2$ and down at the later time $t_1$:
\begin{equation}
\langle g|D_2|g\rangle=-\Omega^2\int_0^\tau dt_1\int_0^{t_1}dt_2\,
\cos\omega t_1\cos\omega t_2\,e^{-i\omega_0(t_1-t_2)} .
\end{equation}
The real part contains $\cos\omega_0(t_1-t_2)$, which is unchanged when the times are exchanged. It is half the integral over the square, and that integral is $|A|^2$. The real part is therefore $-|A|^2/2$. The imaginary part contains a sine that changes sign under the exchange, so it must be calculated on the triangle:
\begin{equation}
K=\Omega^2\int_0^\tau dt_1\cos\omega t_1\,y(t_1),\quad
y(t_1)=\int_0^{t_1}dt_2\,\sin[\omega_0(t_1-t_2)]\cos\omega t_2 .
\end{equation}
The product of sine and cosine is half the sum of $\sin(\omega_0t_1-\nu t_2)$ for $\nu=\omega_0-\omega$ and $\nu=\omega_0+\omega$. For either value,
\begin{equation}
\int_0^{t_1}dt_2\,\sin(\omega_0t_1-\nu t_2)
=\frac{\cos\omega t_1-\cos\omega_0t_1}{\nu},
\end{equation}
because $\omega_0-\nu=\pm\omega$ and the cosine is even. Half the sum of the two values of $1/\nu$ is $\omega_0/(\omega_0^2-\omega^2)$, so
\begin{equation}
y(t_1)=\frac{\omega_0}{\omega_0^2-\omega^2}
(\cos\omega t_1-\cos\omega_0t_1).
\end{equation}
The last integral uses $\cos^2a=(1+\cos2a)/2$ and $\cos a\cos b=[\cos(a+b)+\cos(a-b)]/2$:
\begin{align}
K=\frac{\Omega^2\omega_0}{\omega_0^2-\omega^2}\biggl[&
\frac{\tau}{2}+\frac{\sin2\omega\tau}{4\omega}
-\frac{\sin(\omega_0+\omega)\tau}{2(\omega_0+\omega)}\nonumber\\
&-\frac{\sin(\omega_0-\omega)\tau}{2(\omega_0-\omega)}\biggr].
\label{eq:K}
\end{align}
Numerically,
\begin{equation}
K=\frac{0.72}{1.75}\left[1.5+\frac{\sin9}{6}
-\frac{\sin10.5}{7}-\sin1.5\right]=0.2867,
\end{equation}
and $\langle g|D_2|g\rangle=-0.3708+0.2867i$.

The unordered square divided by $2!$ gives $-0.3708$, with no imaginary part. The commutator integral has $\langle g|C|g\rangle=-0.5734i$, and $-C/2$ supplies the missing $0.2867i$. Thus $K$ comes from time ordering. It vanishes for $\omega_0\to0$ at fixed $\omega$, when $h$ commutes with itself at all times. For short $\tau$, replacing the sine by its argument and the cosines by one gives $K\approx\Omega^2\omega_0\tau^3/6$, smaller than $|A|^2/2\approx\Omega^2\tau^2/2$ by the factor $\omega_0\tau/3$.

Off resonance, for $\omega\neq0$ and a drive long enough that both $\omega\tau\gg1$ and $|\omega_0-\omega|\tau\gg1$, the part of $K$ that grows with time is $\Omega^2\omega_0\tau/[2(\omega_0^2-\omega^2)]$. An energy shift $\Delta E$ multiplies the amplitude by $e^{-i\Delta E\tau/\hbar}\approx1-i\Delta E\tau/\hbar$, so this growing part of $K$ equals $-\Delta E\tau/\hbar$; the other terms of $K$ stay bounded and do not contribute to the shift. To second order in the drive, the ground level is therefore shifted by $-\hbar\Omega^2\omega_0/[2(\omega_0^2-\omega^2)]$, downwards when $\omega<\omega_0$. This is the shift averaged over the drive period, and the factor $1/2$ is the mean of $\cos^2\omega t$. For a static perturbation, $\omega=0$, the term $\sin2\omega\tau/(4\omega)$ becomes $\tau/2$ and grows as well, so the shift doubles to $-\hbar\Omega^2/\omega_0$, the result of time-independent perturbation theory. An unordered calculation at this order misses the shift. The condition on $|\omega_0-\omega|\tau$ is needed because, while this product is small, the last term of \eqref{eq:K} is close to $-\tau/2$ and nearly cancels the first. The second-order shift is a good estimate only for a weak drive, $\Omega\ll|\omega_0-\omega|$. The model parameters lie outside this range: $\Omega=0.6$ rad/ps exceeds $\omega_0-\omega=0.5$ rad/ps, and $\tau=3.0$ ps is shorter than the drive period $2\pi/\omega=4.2$ ps. The value $K=0.2867$ should therefore not be read as a level shift times $\tau$.

\subsection{Higher orders and the complete evolution}

At third order, nested integration and the ordered cube divided by $3!$ both give $\langle e|D_3|g\rangle=-0.1606+0.0603i$. Adding the first order,
\begin{equation}
(0.6840-0.1606)+(-0.5231+0.0603)i=0.5234-0.4628i,
\end{equation}
whose squared modulus is $0.488$. A direct numerical solution of the Schr\"odinger equation, transformed to the interaction picture, gives the amplitude $0.5336-0.4660i$ and the probability $0.5018$.

The table compares the sum through order $N$ with the direct solution. The error is the norm of the difference between the two matrices, and $\Lambda^{N+1}/(N+1)!$ is its bound. The last column is the squared length of the approximate state.

\begin{center}
\begin{tabular}{ccccc}
$N$ & error & bound & excited & total\\
1 & $0.452$ & $0.709$ & $0.7415$ & $1.7415$\\
2 & $0.168$ & $0.282$ & $0.7415$ & $1.2197$\\
3 & $0.0482$ & $0.0838$ & $0.4881$ & $0.9662$\\
4 & $0.0109$ & $0.0200$ & $0.4881$ & $0.9869$\\
6 & $3.4\times10^{-4}$ & $6.7\times10^{-4}$ & $0.5022$ & $1.0004$\\
8 & $6.3\times10^{-6}$ & $1.3\times10^{-5}$ & $0.5018$ & $1.0000$
\end{tabular}
\end{center}

The excited-state probability does not change from $N=1$ to $N=2$, or from $N=3$ to $N=4$, because even orders end in $g$. The total at $N=2$ can be checked by hand. The cross terms of first and third order vanish, because $D_1|g\rangle$ lies along $e$ while $|g\rangle$ and $D_2|g\rangle$ lie along $g$. By \eqref{eq:unitarity} the second-order terms cancel, and what is left is
\begin{equation}
1+|\langle g|D_2|g\rangle|^2=1+0.3708^2+0.2867^2=1.2197 .
\end{equation}
At $N=3$ the total is below one, so a truncated sum can miss probability as well as create it.

The ordinary exponential $e^{D_1}$ behaves differently. The matrix $\int h$ is off-diagonal and its square is $|A|^2$ times the unit matrix. Its exponential series therefore separates into a cosine and a sine, and the excitation probability is
\begin{equation}
\sin^2|A|=\sin^2(0.8611)=0.5754 .
\end{equation}
This exceeds the direct result $0.5018$ by about 15\% of the latter. The error norm of the whole matrix is $0.26$, larger than that of the Dyson sum at $N=2$. The matrix $e^{D_1}$ is unitary, since $D_1^\dagger=-D_1$, so conserved probability does not show that the time order has been respected.

The numerical check tests the ordered cube integrals at second and third order, the closed forms \eqref{eq:A} and \eqref{eq:K}, the identities \eqref{eq:commutator} and \eqref{eq:unitarity}, and the bound \eqref{eq:bound} through $N=10$ for these parameters.

\section*{Values computed for the example and the checks}
\begin{verbatim}
level splitting w0 = 2.0 rad/ps
drive frequency w = 1.5 rad/ps
drive strength Omega = 0.6 rad/ps
duration = 3.0 ps
integrated norm Lambda = 1.191012 (dimensionless)
Matrix elements below are dimensionless
A, closed form = +0.523094 +0.684032i
|A| = 0.861120, |A|^2 = 0.741528
K, closed form = 0.286709
<e|D1|g>, nested = +0.684032 -0.523094i
<g|D2|g>, nested = -0.370764 +0.286709i
<g|D2|g>, ordered square / 2! = -0.370764 +0.286709i
<g|D2|g>, unordered square / 2! = -0.370764 +0.000000i
<g|commutator integral|g> = +0.000000 -0.573418i
<e|D3|g>, nested = -0.160648 +0.060337i
<e|D3|g>, ordered cube / 3! = -0.160648 +0.060337i
Partial sums through order N (all dimensionless):
 N  error norm   bound        P_excited   total norm
 0  8.249e-01    1.191e+00    0.0000000   1.0000000
 1  4.524e-01    7.093e-01    0.7415280   1.7415280
 2  1.677e-01    2.816e-01    0.7415280   1.2196680
 3  4.821e-02    8.384e-02    0.4880755   0.9662155
 4  1.086e-02    1.997e-02    0.4880755   0.9868957
 5  2.091e-03    3.964e-03    0.5022323   1.0010525
 6  3.411e-04    6.745e-04    0.5022323   1.0004248
 7  4.936e-05    1.004e-04    0.5017904   0.9999828
 8  6.314e-06    1.329e-05    0.5017904   0.9999921
error norm through order 16 below 1e-9: True
<e|U|g>, direct solution = +0.533557 -0.465957i
<g|U|g>, direct solution = +0.659729 +0.250917i
P_excited, direct solution = 0.5017984
P_excited, unordered exponential = 0.5754329
error norm, unordered exponential = 0.260415
\end{verbatim}
